# Why p1/2 Electrons Bond Weakly: Sigma Bonding against Pi Antibonding

## The result

In a heavy atom such as thallium, spin-orbit coupling puts the outer p electron in a $p_{1/2}$ spinor. This spinor is one third $p\sigma$ and two thirds $p\pi$, with a fixed relative phase. When two equal atoms approach, their $p_{1/2}$ spinors overlap as

$$S_{1/2}=\tfrac13\left(S_\sigma+2S_\pi\right), \tag{1}$$

where $S_\sigma$ and $S_\pi$ are the overlaps of p orbitals with parallel axes. At bonding distances $S_\sigma<0<S_\pi$, so the terms oppose each other. The combination that bonds in $\sigma$ antibonds in $\pi$, and the other combination does the reverse.

In the combination that bonds in $\sigma$, the electron can escape by mixing in $p_{3/2}$, which rebuilds the $\sigma$ bond at the cost of promotion energy. In the model below, with an atomic splitting of 1 eV, spin-orbit coupling cuts the energy gain per electron from 0.65 to 0.23 eV.

The model has one p shell per atom, the same radial function for $p_{1/2}$ and $p_{3/2}$, no small components, and spin-orbit coupling within each atom. It omits electron repulsion, correlation, the filled s shell and the repulsion due to overlap. It therefore explains a mechanism and does not predict the binding energy of Tl$_2$.

## The spinor

Let $z$ point from atom A to atom B, for the orbitals of both atoms. Write the atomic coupling as $\zeta\,\mathbf l\cdot\mathbf s$, with angular momenta in units of $\hbar$, and use

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

Two p functions have total projection $m=1/2$: $|p_0\!\uparrow\rangle$, which is $\sigma$, and $|p_{+1}\!\downarrow\rangle$, which is $\pi$. Their diagonal elements are $0$ and $(1)(-\tfrac12)=-\tfrac12$. Since $l_+|p_0\rangle=\sqrt2\,|p_{+1}\rangle$, the off-diagonal element is $\sqrt2/2$. Hence

$$\mathbf l\cdot\mathbf s=\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix},\qquad \lambda^2+\tfrac12\lambda-\tfrac12=0 .$$

The roots are $\lambda=-1$ for $j=1/2$ and $\lambda=1/2$ for $j=3/2$. For coefficients $(c_\sigma,c_\pi)$, the first row gives $c_\pi/\sqrt2=\lambda c_\sigma$. Thus $c_\pi=-\sqrt2c_\sigma$ for the lower root and $c_\pi=c_\sigma/\sqrt2$ for the upper. After normalization,

$$|\tfrac12\rangle=-\sqrt{\tfrac13}\,|p_0\!\uparrow\rangle+\sqrt{\tfrac23}\,|p_{+1}\!\downarrow\rangle,$$
$$|\tfrac32\rangle=\sqrt{\tfrac23}\,|p_0\!\uparrow\rangle+\sqrt{\tfrac13}\,|p_{+1}\!\downarrow\rangle .$$

The atomic levels are $-\zeta$ and $\zeta/2$, so the splitting is $\Delta=3\zeta/2$.

In the overlap of $|\tfrac12\rangle_A$ with $|\tfrac12\rangle_B$, cross terms vanish because their spins are opposite. The squares of the coefficients remain, which gives equation (1). A hopping operator that conserves spin and is symmetric about the axis obeys the same algebra:

$$t_{1/2}=\tfrac13(t_\sigma+2t_\pi). \tag{2}$$

The coupling between $p_{1/2}$ on one atom and $p_{3/2}$ on the other is

$$V=-\tfrac{\sqrt2}{3}t_\sigma+\tfrac{\sqrt2}{3}t_\pi=-\tfrac{\sqrt2}{3}(t_\sigma-t_\pi). \tag{3}$$

Opposite signs of $t_\sigma$ and $t_\pi$ weaken (2) but strengthen (3). The same fact that spoils the pure $p_{1/2}$ bond helps the admixture of $p_{3/2}$.

## Which combination bonds

Between the atoms, the positive lobe of $p_{0,A}$ meets the negative lobe of $p_{0,B}$. At bonding distances this makes $S_\sigma$ negative. The $\pi$ lobes stand side by side with equal signs, so $S_\pi$ is positive.

Inversion through the bond midpoint sends $p_A$ to $-p_B$ and leaves spin unchanged. Therefore $(A-B)/\sqrt2$ is even (g), while $(A+B)/\sqrt2$ is odd (u). The g combination joins equal lobes along the axis but puts a node between the $\pi$ lobes. It is $\sigma$ bonding and $\pi$ antibonding; the u combination is the opposite. One sign multiplies the whole spinor, so the two parts cannot be given separate signs while the electron remains pure $p_{1/2}$.

If two numbers have opposite signs, the magnitude of their sum is at most the larger of their magnitudes. Thus, where $S_\sigma<0<S_\pi$,

$$|S_{1/2}|\le\max\left(\tfrac13|S_\sigma|,\tfrac23S_\pi\right).$$

This is an upper bound; the actual overlap can be much smaller.

## What survives for any radial function

A shift by $\mathbf R$ multiplies a momentum-space orbital by a phase. Let $g(k)$ be the radial momentum amplitude, with $\int_0^\infty k^2|g|^2dk=1$, and let $\langle f\rangle=\int_0^\infty k^2|g|^2f(kR)\,dk$. With $\mu=\cos\theta_k$ and $q=kR$, the $\sigma$ overlap needs the angular average

$$\tfrac12\int_{-1}^{1}\mu^2e^{iq\mu}d\mu=-j_0''(q).$$

The equation for $j_0$ gives $-j_0''=j_0+2j_0'/q$. Using $j_0'=-j_1$ and $j_1/q=(j_0+j_2)/3$, this becomes $(j_0-2j_2)/3$. The normalized angular density is $3\mu^2$ times the uniform one for $\sigma$, and $\tfrac32(1-\mu^2)$ times it for $\pi$ after averaging over azimuth. Hence

$$S_\sigma=\langle j_0\rangle-2\langle j_2\rangle,\qquad S_\pi=\langle j_0\rangle+\langle j_2\rangle,\qquad S_{1/2}=\langle j_0\rangle .$$

The directional term $j_2$ cancels from the $p_{1/2}$ overlap. In real space the spinor density is spherical too, since its angular factor is proportional to $\tfrac13\cos^2\theta+\tfrac23\cdot\tfrac12\sin^2\theta=\tfrac13$.

A spherical density alone does not imply a weak bond: an s orbital also has overlap $\langle j_0\rangle$, with its own $g(k)$. For a p shell, however, $g(k)$ vanishes at $k=0$, which removes weight from the region where $j_0$ is near one.

## Overlap against distance

Take the normalized radial form $r e^{-ar}$ and set $x=aR$. In coordinates $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$, the volume element is $(R/2)^3(\xi^2-\eta^2)d\xi\,d\eta\,d\phi$. Also

$$z_Az_B=\tfrac{R^2}{4}(\xi^2\eta^2-1),\qquad \rho^2=\tfrac{R^2}{4}(\xi^2-1)(1-\eta^2).$$

The squared normalization constant is $a^5/\pi$. The azimuthal integral is $2\pi$ for $\sigma$ and $\pi$ for a real $\pi$ orbital. Integrating over $\eta$ from $-1$ to $1$ gives

$$S_\sigma=\frac{x^5}{120}\int_1^\infty(5\xi^4-18\xi^2+5)e^{-x\xi}d\xi,$$
$$S_\pi=\frac{x^5}{120}\int_1^\infty(5\xi^4-6\xi^2+1)e^{-x\xi}d\xi.$$

Repeated integration by parts gives the moments $A_n=\int_1^\infty\xi^ne^{-x\xi}d\xi$:

$$A_0=\frac{e^{-x}}x,\qquad A_2=e^{-x}\left(\frac1x+\frac2{x^2}+\frac2{x^3}\right),$$
$$A_4=e^{-x}\left(\frac1x+\frac4{x^2}+\frac{12}{x^3}+\frac{24}{x^4}+\frac{24}{x^5}\right).$$

Inserting them and collecting powers,

$$S_\sigma=e^{-x}\left(1+x+\frac{x^2}{5}-\frac{2x^3}{15}-\frac{x^4}{15}\right),$$
$$S_\pi=e^{-x}\left(1+x+\frac{2x^2}{5}+\frac{x^3}{15}\right),$$
$$S_{1/2}=e^{-x}\left(1+x+\frac{x^2}{3}-\frac{x^4}{45}\right).$$

The cubic terms cancel in the last line. For $a=0.8$ per bohr:

| $R$ (bohr) | $S_\sigma$ | $S_\pi$ | $S_{1/2}$ |
|---:|---:|---:|---:|
| 2 | 0.430 | 0.787 | 0.668 |
| 4 | −0.208 | 0.427 | 0.215 |
| 6 | −0.327 | 0.184 | 0.014 |
| 8 | −0.218 | 0.069 | −0.027 |
| 10 | −0.107 | 0.023 | −0.020 |

There are three regimes. Below 3.14 bohr, $S_\sigma$ is positive and there is no cancellation. From there to 6.33 bohr the $\pi$ term wins, so the u combination is the bonding one for pure $p_{1/2}$. Beyond 6.33 bohr the $\sigma$ term wins and g takes over. At large $x$ the quartic terms dominate and $S_{1/2}/S_\sigma\to1/3$: the opposition fades, but the dilution of $\sigma$ remains.

A Gaussian radial form $re^{-\alpha r^2}$ gives a second case. With $\mathbf u$ measured from the midpoint, $r_A^2+r_B^2=2u^2+R^2/2$ and $z_Az_B=u_z^2-R^2/4$. The weight $e^{-2\alpha u^2}$ has $\langle u_z^2\rangle=1/(4\alpha)$. Dividing by the value at $R=0$,

$$S_\sigma=(1-\alpha R^2)e^{-\alpha R^2/2},\qquad S_\pi=e^{-\alpha R^2/2},$$
$$S_{1/2}=\left(1-\tfrac13\alpha R^2\right)e^{-\alpha R^2/2}.$$

Here $S_{1/2}$ vanishes at $\alpha R^2=3$. Setting the derivative of $S_\sigma$ with respect to $\alpha R^2$ to zero gives the same point, where $S_\sigma$ is most negative. For Gaussians, the $p_{1/2}$ overlap therefore disappears where the $\sigma$ overlap is most negative. For the exponential form the two points differ: $dS_\sigma/dx=xe^{-x}(x^3-2x^2-9x-9)/15$ vanishes at $x\approx4.47$, or 5.58 bohr, while $S_{1/2}$ vanishes at 6.33 bohr.

## Energy with finite spin-orbit coupling

Let $t_\lambda=-kS_\lambda$ with $k>0$, and treat the basis as orthonormal. Let $p=+1$ for u and $p=-1$ for g. A combination $(A+pB)/\sqrt2$ has hopping energy $pt_\lambda$. In the $\sigma,\pi$ basis with projection $1/2$,

$$H_p=\begin{pmatrix}pt_\sigma&\zeta/\sqrt2\\\zeta/\sqrt2&pt_\pi-\zeta/2\end{pmatrix}.$$

Its lower eigenvalue is

$$E_p=\frac{p(t_\sigma+t_\pi)-\zeta/2}{2}-\sqrt{\left[\frac{p(t_\sigma-t_\pi)+\zeta/2}{2}\right]^2+\frac{\zeta^2}{2}} .$$

The gain per electron, relative to the atomic $p_{1/2}$ level, is $G_p=-\zeta-E_p$. The spinors with projection $3/2$ have energy $pt_\pi+\zeta/2$. This lies above the second diagonal element of $H_p$, and hence above $E_p$.

Spin-orbit coupling cannot increase $G_p$ at fixed hopping. Adding $\zeta$ to the Hamiltonian measures energies from the atomic level and leaves the hopping plus $\zeta(\mathbf l\cdot\mathbf s+1)$. The last operator has no negative eigenvalue, so raising $\zeta$ cannot lower any ordered energy level.

For large $\zeta$, use the $j$ basis. The first-order shift is $pt_{1/2}$, and the second-order shift is $-V^2/\Delta$. From (3), $V^2=2(t_\sigma-t_\pi)^2/9$, so

$$G_p=-pt_{1/2}+\frac{4(t_\sigma-t_\pi)^2}{27\zeta}+O(\zeta^{-2}). \tag{4}$$

The first term is the bond of pure $p_{1/2}$ electrons, with opposite signs for g and u. The second is attractive for both and comes from $p_{3/2}$ admixture.

## How large the effect is

Take $a=0.8$ per bohr, $R=6$ bohr (3.175 Å), $k=2$ eV and $\Delta=1$ eV. This splitting has the rough size found in thallium; the other values are round choices, not a fit to Tl$_2$. Then $\zeta=2\Delta/3=0.667$ eV and

$$t_\sigma=-2(-0.3269)=0.654\ \text{eV},\qquad t_\pi=-2(0.1843)=-0.369\ \text{eV},$$
$$t_{1/2}=\tfrac13[0.654+2(-0.369)]=-0.028\ \text{eV}.$$

In the pure $p_{1/2}$ g spinor, the $\sigma$ part lowers the energy by 0.218 eV and the $\pi$ part raises it by 0.246 eV. The net result is slightly antibonding, by 0.028 eV. Dilution alone would have left one third of the $\sigma$ bond; at this distance the $\pi$ part removes that third. The near-complete cancellation occurs because 6 bohr lies close to the zero of $S_{1/2}$ at 6.33 bohr. That zero follows from the choice $a=0.8$. A scalar frozen-core Hartree-Fock 6p orbital of thallium is more diffuse: it keeps $S_\sigma<0<S_\pi$ but gives $S_{1/2}\approx0.10$ at 6 bohr and a zero near 7.7 to 7.8 bohr, depending on the basis. At 4 bohr the $\pi$ term dominates and $S_{1/2}=0.215$ exceeds $|S_\sigma|=0.208$, while at 10 bohr the cancellation is only partial.

With the actual splitting, the g eigenvalue is

$$E_g=-0.309-\sqrt{(-0.345)^2+0.222}=-0.893\ \text{eV},$$

so $G_g=0.8933-0.6667=0.227$ eV. Without spin-orbit coupling the gain is $|t_\sigma|=0.654$ eV. About 35% survives.

The surviving bond is largely a rebuilt $\sigma$ bond. The lowest g spinor has 22% $p_{3/2}$ weight but 80% $\sigma$ weight. The $\sigma$ amplitudes of the two $j$ components add before squaring:

$$\left(\sqrt{0.782}\sqrt{\tfrac13}+\sqrt{0.218}\sqrt{\tfrac23}\right)^2\approx0.80 .$$

Hopping then gains 0.444 eV, while promotion costs $0.218\Delta=0.218$ eV. The difference is the net gain. A pure $\sigma$ spinor would not pay here: its mean $\mathbf l\cdot\mathbf s$ is zero, so it costs $\zeta=0.667$ eV to gain 0.654 eV.

Changing the $\pi$ hopping while keeping everything else fixed separates the causes. The g gain is 0.227 eV with the actual $\pi$ hopping, 0.325 eV with none, and 0.483 eV with its sign reversed. The $\pi$ opposition is thus real, but at this splitting it accounts for about 0.10 eV of the total loss of 0.43 eV. The rest is present even without $\pi$ hopping, through the mixed character of the spinor and the cost of changing it. In the pure $p_{1/2}$ limit, by contrast, the $\pi$ term at this distance slightly more than cancels the remaining $\sigma$ bond.

The balance depends on $\Delta/|t_\sigma|$. With the hopping held fixed, the gains in units of $|t_\sigma|$ are:

| $\Delta/\lvert t_\sigma\rvert$ | g | u |
|---:|---:|---:|
| 0 | 1.00 | 0.56 |
| 1 | 0.49 | 0.34 |
| 2 | 0.26 | 0.24 |
| 5 | 0.08 | 0.14 |
| 20 | −0.01 | 0.07 |

The order of g and u reverses between ratios 2 and 5. At large ratio, equation (4) applies, and negative $t_{1/2}$ favours u. Negative $t_{1/2}$ requires $|t_\pi|>|t_\sigma|/2$. Here $|t_\pi/t_\sigma|=0.56$ because the same $k$ is assumed for $\sigma$ and $\pi$; for a weaker $\pi$ hopping, such as $0.4|t_\sigma|$, g stays below u and no reversal occurs. At smaller ratio, the energy gap between the $j$ components matters. Their diagonal hopping energies differ by

$$p\left[\tfrac13(2t_\sigma+t_\pi)-\tfrac13(t_\sigma+2t_\pi)\right]=\tfrac p3(t_\sigma-t_\pi),$$

which makes the gap smaller for g than for u. The g spinor therefore mixes in $p_{3/2}$ more readily. Equation (4) is too crude for the worked case: it gives about 0.20 eV for g and 0.26 eV for u, whereas the full matrix gives 0.23 and 0.18 eV.

## What to do in a calculation

**Let spin-orbit coupling change the orbitals.** Suppose one computes the $\sigma$ bond without spin-orbit coupling and then subtracts the atomic stabilization. For two electrons this gives $1.308-2(0.667)=-0.03$ eV, or no bond. The full matrix gives a sum of gains of 0.453 eV (43.7 kJ/mol), against 1.308 eV (126.2 kJ/mol) without spin-orbit coupling. The subtraction fails because it keeps the molecular spinor pure $\sigma$. A two- or four-component calculation, or spin-orbit mixing among enough scalar states, lets the spinor relax.

**Do not assume that both electrons occupy g.** Two electrons in g gain 0.453 eV in total; one in g and one in u gain 0.410 eV. The difference of 0.04 eV is too small for this model to settle, because electron repulsion and exchange are absent and the overlap between the atoms is neglected in the energies. The two occupations have opposite total parity, even for two electrons in g and odd for one in each, so they do not mix. Each should be computed separately in a correlated treatment, and one electron in g with one in u gives several states (two with total projection 0 and a degenerate pair with projection $\pm1$); the even one can mix with the occupation that has both electrons in u.

**Check the character along the whole curve.** At long distance the hopping decays while the atomic splitting stays, so $\Delta/|t_\sigma|$ grows and the electrons return to $p_{1/2}$. A method that works near the minimum must also describe this change. The $\sigma$ and $p_{3/2}$ weights are useful diagnostics, and the basis must be able to represent both $j$ components.

**Treat the energies here as a scale.** For the $\sigma$ g orbital, the squared norm, taken as one in the model, is actually $1-S_\sigma\approx1.33$, so overlap corrections are not small. Keeping the overlap matrix with the same Hamiltonian, whose energy zero is the p level without spin-orbit coupling, gives gains of 0.085 eV for g, 0.088 eV for u and 0.493 eV without spin-orbit coupling. About 17% then survives instead of 35%, and g no longer lies below u. Different radial functions for $p_{1/2}$ and $p_{3/2}$ would change the hoppings as well. The angular weights and the opposition of signs do not depend on $k$, but the fraction of the bond that survives does, and it also changes with $R$ through $t_\sigma$ and $t_\pi$. The numerical output gives the remaining distances and ratios.

## Numbers as computed

```
orbital exponent a = 0.80 1/bohr
distance R = 6.00 bohr = 3.175 angstrom
x = a R = 4.80 (no unit)
hopping scale k = 2.00 eV
atomic splitting Delta = 1.00 eV; zeta = 0.6667 eV
p1/2 weights: sigma 0.3333, pi 0.6667
R (bohr), S_sigma, S_pi, S_half (no unit):
   2.0    0.4298    0.7868    0.6678
   4.0   -0.2084    0.4272    0.2154
   5.0   -0.3187    0.2869    0.0851
   6.0   -0.3269    0.1843    0.0139
   7.0   -0.2814    0.1141   -0.0178
   8.0   -0.2180    0.0686   -0.0270
  10.0   -0.1072    0.0231   -0.0204
S_sigma zero: x = 2.5133, R = 3.142 bohr
S_half zero: x = 5.0638, R = 6.330 bohr
S_half/S_sigma at x = 200: 0.3299
|S_sigma|/3 at R: 0.1090
t_sigma = 0.6539 eV; t_pi = -0.3685 eV
t_half = -0.0277 eV
pure p1/2 g spinor, sigma share = -0.2180 eV
pure p1/2 g spinor, pi share = 0.2457 eV
pure p1/2 g spinor, sum = 0.0277 eV
gain per electron without spin-orbit = 0.6539 eV
gain per electron, g = 0.2266 eV
gain per electron, u = 0.1830 eV
g gain / gain without spin-orbit = 0.3465
lowest g: sigma weight = 0.7950
lowest g: p3/2 weight = 0.2178
lowest g: hopping gain = 0.4443 eV
lowest g: promotion cost = 0.2178 eV
g gain with pi hopping removed = 0.3248 eV
g gain with pi hopping reversed = 0.4832 eV
two electrons, no spin-orbit: 1.3078 eV = 126.2 kJ/mol
two electrons in g: 0.4532 eV = 43.7 kJ/mol
one electron in g, one in u: 0.4096 eV
Delta/|t_sigma|, g gain/|t_sigma|, u gain/|t_sigma|:
    0.0    1.0000    0.5636
    0.5    0.7054    0.4284
    1.0    0.4932    0.3409
    2.0    0.2622    0.2420
    5.0    0.0758    0.1391
   20.0   -0.0145    0.0688
```
